Efficiency limits of a hot-carrier solar cell with monoenergetic contacts

**1. What the efficiency can depend on**

Sunlight at temperature T_S, leads at temperature T_C, and the constants h, c and k supply one natural scale for power per area, (kT_S)⁴/(h³c²). Divide the output by the incident solar power, which has the same scale, and a pure number remains. If the absorber gap, contact energies and voltage are all optimized, that number has the form

η_max = F(T_C/T_S, f),

where f is the fraction of the hemispherical étendue filled by the sun. The elementary charge q sets the volt but cannot enter η. An implementation can use this as a check: multiplying all temperatures and energies by one factor must leave η unchanged.

The function F follows from two conservation laws and the condition for reversible extraction. Energies below are in eV and temperatures in K. The example uses the round values T_S = 5800 K, T_C = 300 K and f = 1/46200 (one sun) or f = 1 (full concentration).

**2. Model and emitted light**

The absorber has gap Eg. It absorbs every photon above Eg and none below. Electrons and holes scatter among themselves fast enough to share one temperature T_H, with quasi-Fermi levels μ_c and μ_v and separation μ_H = μ_c − μ_v. They give no energy to phonons. Auger recombination and impact ionization are absent, so pairs appear and disappear only through light. Define

x(E) = (E − μ_H)/kT_H = E/kT_H − α,  α = μ_H/kT_H,  n(x) = 1/(eˣ − 1).

Consider a photon mode of energy E coupled to levels with occupations f_c and f_v. Emission into the mode is proportional to f_c(1−f_v)(n+1), and absorption to f_v(1−f_c)n. Light crossing an optically thick absorber reaches the occupation at which these rates balance:

n = f_c(1−f_v)/(f_v − f_c).

For a Fermi function, (1−f)/f = exp[(level − μ)/kT_H]. Therefore

1/n = f_v(1−f_c)/[f_c(1−f_v)] − 1 = exp[(E−μ_H)/kT_H] − 1,

so n = n(x), however E is divided between the two levels. The result requires x(Eg) > 0, that is μ_H < Eg; otherwise the medium has gain.

Two polarizations give 8πE²/(h³c³) modes per volume and energy. The flux through a surface into one hemisphere is c/4 times the density. With a mirror behind the absorber, the emitted photon and energy fluxes are

N_em = C ∫ E² n(x) dE,  E_em = C ∫ E³ n(x) dE,  C = 2π/(h³c²),

with integrals from Eg upward. The incoming occupation includes ambient radiation from the part of the hemisphere not filled by the sun:

n_abs = f n(E/kT_S) + (1−f) n(E/kT_C).

N_abs and E_abs are the same integrals with n_abs.

**3. Conservation laws and contacts**

Electrons leave at a single energy E_n, and the valence-side contact works at a single energy E_p. Each extracted pair therefore removes ΔE = E_n − E_p. In steady state

J_N = N_abs − N_em,
J_E = E_abs − E_em = ΔE J_N.

An electron crossing at E_n removes entropy (E_n−μ_c)/T_H from the absorber and adds (E_n−μ_n)/T_C to the lead, whose Fermi level is μ_n. No entropy is produced when these are equal, which is also the condition for equal occupations on both sides. With r = T_C/T_H,

μ_n = (1−r)E_n + rμ_c,  μ_p = (1−r)E_p + rμ_v.

Subtraction gives the voltage:

qV = μ_n − μ_p = (1−r)ΔE + rμ_H.

A finite current needs a small mismatch of occupations, which tends to zero as the contact conductance grows.

A contact of width w around E₀ leaks energy even when its particle current is zero. Let D(E) be the hot occupation minus the cold one. Zero particle current means ∫D dE = 0 over the window. The energy current per channel is then proportional to

∫(E−E₀)D dE ≈ D′(E₀) w³/12,
D′(E₀) = f₀(1−f₀)(1/kT_C − 1/kT_H),

where f₀ is the common occupation at E₀. This is the leading order for w ≪ kT_C. At a fixed small mismatch the useful current of M channels scales as Mw, while the leak scales as Mw³. The ideal limit is therefore Mw → ∞ with Mw³ → 0: narrow contacts, but very many of them.

**4. Solving the device at given V and ΔE**

The voltage relation gives qV = ΔE − r(ΔE−μ_H), so x at the contact separation is known in advance:

x_Δ = x(ΔE) = (ΔE − qV)/kT_C.

With β = 1/kT_H, x(E) = x_Δ + β(E−ΔE). The two balances combine into one equation for β:

G(β) = ∫ E²(E−ΔE)[n_abs − n(x)] dE = 0.

Since dn/dx = −n(1+n),

dG/dβ = ∫ E²(E−ΔE)² n(1+n) dE > 0.

There is at most one steady state in the range where x(Eg) > 0, and a bracketing root finder is safe once G changes sign across the bracket. For Eg > 0, ΔE > Eg and 0 < qV < ΔE, the range is 0 < β < x_Δ/(ΔE−Eg). G tends to −∞ at the lower end, where emission at high energies diverges, and to +∞ at the upper end, where n diverges at the gap. Exactly one steady state therefore exists, although it need not deliver power: above the open-circuit voltage J_N is negative. The divergence at the gap is only logarithmic, so for qV close to ΔE the root can lie too near the upper end to be resolved in β. For the one-sun cell of Section 8 at V = 1.45 V, ln x(Eg) ≈ −380. With Eg = 0 the factor E² keeps G finite at the upper end, and a steady state can be missing. For ΔE > Eg and qV ≥ ΔE there is none with positive T_H.

For optimization it is easier to choose T_H, α and Eg, calculate J_N and J_E, and then obtain ΔE = J_E/J_N and V. No root search is needed. The result is admissible if ΔE ≥ Eg.

**5. Output power and an upper bound**

The output power per area is

P = qV J_N = (1−r)J_E + rμ_H J_N.

Because rμ_H = kT_C α, each net photon of energy E contributes

(1−r)E + kT_C α = E − kT_C(E/kT_H − α) = E − kT_C x(E).

Hence

P = C ∫ E² [n_abs − n(x)] [E − kT_C x] dE.

An infinite tandem has a separate cell at T_C for each photon energy, with voltage v(E). Its emission variable is x = (E−qv)/kT_C, so qv = E − kT_C x and its power is the same integral with x(E) free at every energy. The hot-carrier cell must use a straight line for x(E). The tandem limit is therefore an upper bound.

The second law is respected. Without sunlight, n_abs = n(E/kT_C). If E − kT_C x is positive, then x < E/kT_C and the occupation bracket is negative; if it is negative, the bracket is positive. The integrand is never positive, so P ≤ 0.

The straight line costs little, and the reason can be estimated. Maximizing the tandem integrand at one energy gives

n(1+n)(E−kT_C x) = kT_C(n_abs−n).

For small emitted occupation, n ≈ e⁻ˣ. For negligible ambient light and E well above kT_S, n_abs ≈ f exp(−E/kT_S); this form is 5 percent low at 1.46 eV and 30 percent low at 0.6 eV. With these approximations,

x ≈ E/kT_S − ln f + ln[1 + qv/kT_C].

The first term is linear in E. The logarithm bends the curve, most strongly at low energies, and adds to its slope. Even so, between 0.6 and 3 eV the best straight line at one sun (Section 8) stays within about 0.5 of the tandem x(E). Because the tandem integrand is at its maximum at every energy, such a small deviation reduces the power only in second order: this window costs about 0.04 of the 0.21 percentage points by which the cell falls short of the tandem. Outside it the deviation is larger, about 1.7 near the gap, but these energies carry little available work. About 0.14 points are lost below 0.6 eV, including the unused light below the gap, and about 0.04 above 3 eV. Differentiating with qv = E − kT_C x gives

dx/dE = [1/kT_S + 1/(qv+kT_C)] / [1 + kT_C/(qv+kT_C)].

With qv = 1.02 eV, kT_S = 0.500 eV and kT_C = 0.0259 eV, the slope is (2.00 + 0.96)/1.025 = 2.89 eV⁻¹. A line with this slope has T_H ≈ 4000 K. This slope belongs to E ≈ ΔE = 1.46 eV. With the full solar occupation the tandem slope there is 3.0 eV⁻¹ (about 3870 K), and it falls from 3.8 eV⁻¹ at 1 eV to 2.6 eV⁻¹ at 2 eV. All these values exceed 1/kT_S = 2.0 eV⁻¹, which explains why the best carrier temperature, 3774 K in the full one-sun optimization, lies well below T_S.

**6. The best gap**

At fixed T_H and α, moving the lower limit of the power integral gives

∂P/∂Eg = −C Eg² [n_abs(Eg) − n(x(Eg))] [Eg − kT_C x(Eg)].

One root is the energy at which a photon's available work vanishes:

Eg(1−r) + rμ_H = 0,
Eg = −μ_H T_C/(T_H−T_C).

This root is positive for μ_H < 0 and T_H > T_C. There x = Eg/kT_C, so the occupation difference is f[n(Eg/kT_S) − n(Eg/kT_C)] > 0. The work rises with energy at slope 1−r, so photons just below this gap would reduce the output and photons just above increase it. The root is a local maximum with respect to Eg.

The other root, n_abs = n, matters at one sun when μ_H = 0, because the work (1−r)E is then positive at every energy. At full concentration with μ_H = 0 and T_H < T_S, n_abs exceeds n at every energy. This root is then absent and the best gap is zero.

**7. Full concentration: where 85 percent belongs**

Take f = 1, Eg → 0 and μ_H = 0. The energy flux is σ(T_S⁴−T_H⁴), and

η = (1 − T_H⁴/T_S⁴)(1 − T_C/T_H).

Setting dη/dT_H = 0 gives

−4T_H³/T_S⁴ (1−T_C/T_H) + (1−T_H⁴/T_S⁴)T_C/T_H² = 0.

Multiplication by −T_S⁴T_H² and collection of terms gives

4T_H⁵ − 3T_C T_H⁴ − T_C T_S⁴ = 0.

The root is T_H = 2478 K. The two factors are 1 − 0.0333 = 0.9667 and 1 − 300/2478 = 0.8789, so η = 0.850. In the number-conserving cell, this point is reached by choosing ΔE = J_E/J_N = 1.415 eV, with V = 1.415 × 0.8789 = 1.244 V.

For T_C ≪ T_S, the leading solution is T_H ≈ T_S(T_C/4T_S)^(1/5). Then T_C/T_H ≈ 4(T_H/T_S)⁴, and

η ≈ 1 − 5(T_C/4T_S)^(4/5).

This gives 0.846 here and tends to one as T_C → 0.

The 85 percent point is not the maximum of the number-conserving cell. At fixed T_H, ∂n/∂α = n(1+n) = −kT_H ∂n/∂E. Integration by parts with Eg = 0, where the boundary terms vanish, gives

∂E_em/∂α = −C kT_H ∫E³(∂n/∂E)dE = 3kT_H N_em.

At α = 0, therefore,

∂P/∂α = kT_C(N_abs−N_em) − 3k(T_H−T_C)N_em.

Photon fluxes scale as T³, so N_em/N_abs = (2478/5800)³ = 0.078. In units of kN_abs the derivative is 300 × 0.922 − 3 × 2178 × 0.078 ≈ −233 K. It is negative, so lowering μ_H below zero improves the cell: the loss of voltage is outweighed by reduced emission.

The optimized cell has T_H = 3920 K, μ_H = −0.747 eV and Eg = 0.062 eV. It reaches 86.3 percent, against a tandem limit of 86.4 percent.

**8. One sun**

The optimized parameters are T_H = 3774 K, μ_H = −4.068 eV and ΔE = 1.464 eV. The gap rule gives

Eg = 4.068 × 300/3474 = 0.351 eV,

in agreement with the direct numerical optimum. With r = 300/3774 = 0.0795,

V = 1.464 × 0.9205 − 4.068 × 0.0795 = 1.024 V.

The current density is 910 A/m² (91.0 mA/cm²), so P = 910 × 1.024 = 932 W/m². Division by the incident 1389 W/m² gives η = 67.1 percent.

The optimum was found by local search, but the tandem limit of 67.3 percent leaves at most about 0.2 percentage points for any better solution. The result depends on the assumed sun: it is 66.1 percent for T_S = 5600 K and 68.1 percent for 6000 K. The one-sun limit is therefore 66 to 68 percent for a black-body sun between these temperatures, not a universal constant.

Of the incident solar energy, 1.4 percent lies below the gap, 2.7 percent is lost as net radiation and 28.8 percent becomes heat in the leads. The last term is ΔE − qV = 0.440 eV per pair, or 17.0 kT_C. At full concentration it is 0.162 eV, or 6.3 kT_C. The difference is close to −ln f = 10.7, the dilution term in Section 5. Most of the extra heat per pair at one sun is thus the entropy cost of receiving light from a small solid angle while emitting into a hemisphere.

**9. Sensitivity and conditions of failure**

At fixed ΔE, changing V by −0.03 V moves T_H from 3774 to 2684 K and lowers η to 66.1 percent. A change of +0.03 V moves T_H to 4834 K and lowers η to 64.6 percent. The carrier temperature is an outcome of the balances, not a material constant.

The direction follows from G = 0. Sunlight and ΔE fix the required emission moment ∫E²(E−ΔE)n dE. At the optimum the mean emitted energy is about 1.05 eV in the dilute approximation, below ΔE, so this moment is negative. Lowering V raises x_Δ and weakens the emission. The same negative moment then requires a distribution weighted more strongly towards low energy, hence a lower T_H.

Pair-number conservation is essential at one sun. In the Boltzmann approximation, the product of electron and hole densities is e^α = e^(−12.5) ≈ 4 × 10⁻⁶ of its value at the same T_H with μ_H = 0. This is an order-of-magnitude estimate, because at μ_H = 0 the gap is only about 1.1 kT_H and the carriers are not strictly nondegenerate. Impact ionization would create pairs and drive μ_H towards zero. If μ_H = 0 is imposed and T_H and Eg are optimized again, the efficiency is 53.0 percent, with T_H = 845 K and Eg = 0.900 eV. This gap satisfies the second root of Section 6: the absorbed and emitted occupations at 0.900 eV are both about 4.3 × 10⁻⁶.

For comparison, an ordinary radiative single-gap cell, whose carriers cool to T_C so that qV equals their quasi-Fermi separation, reaches 30.6 percent at a gap of 1.27 eV.

A small gap also matters. With T_H and μ_H optimized again at one sun, the hot-carrier cell gives 65.2 percent at 0.7 eV, 60.0 percent at 1.0 eV and 46.6 percent at 1.5 eV.

Phonon emission that removes a power L per area changes the energy balance to ΔE J_N = E_abs − E_em − L. The limits above require L to be small compared with the extracted energy flux. They also assume complete absorption above the gap, no impact ionization or nonradiative recombination, and the contact limit of Section 3. These are severe conditions: at the one-sun optimum kT_H = 0.325 eV is close to the gap of 0.351 eV, so many carriers have enough energy for impact ionization. The efficiencies are upper limits of the model, not forecasts for a real absorber. A terrestrial spectrum has absorption bands and a different intensity; it requires replacing n_abs by the measured photon occupation and repeating the optimization. The complete set of values is in the numerical output below.

Numbers as computed

```
solar temperature: 5800 K
lead temperature: 300 K
one-sun etendue fraction: 2.1645e-05
one sun: incident power 1388.9 W/m^2
one sun: carrier temperature 3774 K
one sun: mu/(k TH) -12.508
one sun: mu -4.068 eV
one sun: best gap, numerical 0.3513 eV
one sun: best gap, formula 0.3513 eV
one sun: contact separation 1.4638 eV
one sun: voltage 1.0241 V
one sun: current density 910 A/m^2
one sun: output power 931.9 W/m^2
one sun: efficiency 67.09 %
one sun: infinite-tandem limit 67.31 %
full conc.: incident power 6.4169e+07 W/m^2
full conc.: carrier temperature 3920 K
full conc.: mu/(k TH) -2.212
full conc.: mu -0.747 eV
full conc.: best gap, numerical 0.0619 eV
full conc.: best gap, formula 0.0619 eV
full conc.: contact separation 1.3643 eV
full conc.: voltage 1.2027 V
full conc.: current density 4.603e+07 A/m^2
full conc.: output power 5.5361e+07 W/m^2
full conc.: efficiency 86.27 %
full conc.: infinite-tandem limit 86.44 %
one sun: below-gap loss 1.36 %
one sun: net radiated loss 2.74 %
one sun: heat to leads 28.81 %
fixed dE, V=0.9941 V: TH 2684 K, eff. 66.11 %
fixed dE, V=1.0241 V: TH 3774 K, eff. 67.09 %
fixed dE, V=1.0541 V: TH 4834 K, eff. 64.59 %
full conc., mu=0: carrier temperature 2478 K
full conc., mu=0: contact separation 1.4154 eV
full conc., mu=0: voltage 1.2440 V
full conc., mu=0: efficiency 84.96 %
full conc., mu=0: d(eff)/d(alpha) -0.01484
one sun, mu=0: carrier temperature 845 K
one sun, mu=0: best gap 0.900 eV
one sun, mu=0: efficiency 53.05 %
one sun, ordinary cell: best gap 1.269 eV
one sun, ordinary cell: efficiency 30.56 %
one sun, gap 0.7 eV: efficiency 65.16 %
one sun, gap 1.0 eV: efficiency 60.04 %
one sun, gap 1.5 eV: efficiency 46.62 %
TS=5600 K: one sun 66.07 %, full 85.86 %
TS=6000 K: one sun 68.06 %, full 86.66 %
```
